# The Hermitian Rashba Ring: Radial Projection, Levels and Aharonov-Casher Phases, part 1

(Sections cited here and not found follow in the second part.)

## I. From the plane to the ring

### A level that should move and does not

Take an electron of mass $0.05\,m_e$ in a ring of radius 100 nm and radial width 15 nm, with a Rashba constant of 10 meV nm. A calculation in the plane, with eight radial modes, puts the lowest pair of states at $-0.0245$ meV. The zero of energy is the lowest radial level without spin-orbit coupling, and a downward shift common to all levels of a thin ring has been taken out. If one instead writes the Rashba term in polar coordinates, sets the radius to its fixed value and drops the radial derivative, that pair comes out at zero. It stays at zero however strong the coupling is made.

The fixed-radius recipe has lost something. To find out what, I start with a ring on which the recipe works, then add the spin.

### The simple case: no spin-orbit coupling

The electron has charge $-e$ and moves in a plane with polar coordinates $r,\varphi$. A potential $V(r)$ holds it near $r=a$. A thin flux line carrying flux $\Phi$ passes through the centre of the hole. Its vector potential is $A_\varphi=\Phi/(2\pi r)$, which has no magnetic field on the ring. For charge $-e$ the momentum $\mathbf p$ becomes $\mathbf p+e\mathbf A$, so the angular derivative changes according to

$$-i\partial_\varphi\;\to\;P=-i\partial_\varphi+f,\qquad f=\frac{e\Phi}{h}.$$

The factor follows from $eA_\varphi/\hbar=e\Phi/(2\pi\hbar r)=f/r$. The Hamiltonian without spin is

$$H_0=-\frac{\hbar^2}{2m}\left(\partial_r^2+\frac1r\partial_r\right)+V(r)+\frac{\hbar^2}{2m}\frac{P^2}{r^2}.$$

Let $R(r)$ be the lowest eigenfunction of the radial part, with energy $E_0$. It is a bound state in one variable, so it can be chosen real. Its normalization carries the area element of the plane:

$$\int_0^\infty R^2\,r\,dr=1,\qquad \langle g\rangle=\int_0^\infty R\,(gR)\,r\,dr .$$

The second expression defines a radial average, also for a $g$ that contains a derivative. Projection means that the wave function is restricted to the form $R(r)\psi(\varphi)$ and the Hamiltonian is averaged over $R$:

$$\langle H_0\rangle=E_0+\frac{\hbar^2}{2m}\left\langle\frac1{r^2}\right\rangle P^2 .$$

For a definite width, let $V=\tfrac12m\omega^2(r-a)^2$ and $w=\sqrt{\hbar/m\omega}$, with $w\ll a$. Write $r=a+x$. In this mode $\langle x^2\rangle=w^2/2$ to leading order, while $\langle x\rangle$ is smaller, of order $w^4/a^3$. Expanding the inverse powers gives

$$\left\langle\frac1r\right\rangle\simeq\frac1a\left(1+\frac{w^2}{2a^2}\right),\qquad
\left\langle\frac1{r^2}\right\rangle\simeq\frac1{a^2}\left(1+\frac{3w^2}{2a^2}\right).$$

In the thin limit the angular Hamiltonian is therefore

$$H_0\to E_0+E_aP^2,\qquad E_a=\frac{\hbar^2}{2ma^2},$$

with levels $E_a(n+f)^2$ for integer $n$.

Setting $r=a$ and dropping $\partial_r$ would have given the same $E_aP^2$. The recipe works here for a specific reason: the discarded radial terms contribute a plain number, $E_0$. A number moves all levels together. If a radial derivative were multiplied by something that depends on angle and spin, its average would be an operator on the ring, and dropping it would change the spectrum. The Rashba term has this structure.

### The Rashba term in polar coordinates

With $\mathbf k=-i\nabla$ before the flux is added, the convention is

$$H_R=\alpha(\sigma_xk_y-\sigma_yk_x),$$

with $\alpha$ independent of position. The Cartesian derivatives are

$$\partial_x=\cos\varphi\,\partial_r-\frac{\sin\varphi}{r}\partial_\varphi,\qquad
\partial_y=\sin\varphi\,\partial_r+\frac{\cos\varphi}{r}\partial_\varphi .$$

Insert these and collect the two derivatives:

$$H_R=-i\alpha\left[(\sigma_x\sin\varphi-\sigma_y\cos\varphi)\,\partial_r+(\sigma_x\cos\varphi+\sigma_y\sin\varphi)\,\frac1r\partial_\varphi\right].$$

The brackets contain the spin components along the local radial and tangential directions,

$$\sigma_r=\sigma_x\cos\varphi+\sigma_y\sin\varphi,\qquad
\sigma_\varphi=-\sigma_x\sin\varphi+\sigma_y\cos\varphi,$$

which obey $\sigma_r^2=\sigma_\varphi^2=1$ and $\partial_\varphi\sigma_r=\sigma_\varphi$. The first bracket is $-\sigma_\varphi$. Including the flux,

$$H_R=\alpha\left[\sigma_r\frac{P}{r}+i\sigma_\varphi\,\partial_r\right].$$

Motion round the ring couples to the radial spin component, and radial motion couples to the tangential one. In both cases the spin component is perpendicular to the motion, as for Rashba coupling in the open plane.

### What a fixed radius does

Setting $r=a$ and $\partial_r=0$ leaves

$$H_R^{\rm naive}=\frac{\alpha}{a}\,\sigma_rP .$$

Both factors are Hermitian, but they do not commute. The adjoint of a product reverses the order, and the derivative in $P$ then acts on $\sigma_r$ as well:

$$(\sigma_rP)^\dagger=P\sigma_r=\sigma_rP-i\,\partial_\varphi\sigma_r=\sigma_rP-i\sigma_\varphi .$$

The adjoint of the naive operator contains the extra term $-i(\alpha/a)\sigma_\varphi$, and so the naive operator is not a Hamiltonian.

Matrix elements make the defect concrete. At $f=0$, take spin up with angular factor $e^{im\varphi}$ and spin down with $e^{i(m+1)\varphi}$, where $m$ in the exponent is an integer, not the mass. The up-down element of $\sigma_r$ is $e^{-i\varphi}$, and the down-up element is $e^{i\varphi}$. Hence

$$\langle m,\uparrow|\sigma_rP|m+1,\downarrow\rangle=m+1,\qquad
\langle m+1,\downarrow|\sigma_rP|m,\uparrow\rangle=m .$$

For a Hermitian operator these two real numbers would be equal.

The planar operator itself has no such defect. With the area element $r\,dr\,d\varphi$, integration by parts gives $\partial_r^\dagger=-\partial_r-1/r$, and therefore

$$\left(\sigma_r\frac Pr\right)^\dagger=\sigma_r\frac Pr-\frac{i\sigma_\varphi}{r},\qquad
(i\sigma_\varphi\partial_r)^\dagger=i\sigma_\varphi\partial_r+\frac{i\sigma_\varphi}{r}.$$

The two excess terms cancel in the sum. Each half of the Rashba operator needs the other, and the fixed-radius recipe keeps one half.

### The average radial derivative

Projection replaces $\partial_r$ by its average in the mode $R$. Since $RR'=\tfrac12(R^2)'$,

$$\langle\partial_r\rangle=\int_0^\infty RR'\,r\,dr
=\left[\frac{rR^2}{2}\right]_0^\infty-\frac12\int_0^\infty R^2\,dr .$$

The boundary term vanishes for a mode confined to the ring. The last integral equals $\langle1/r\rangle$, because the average includes the factor $r$. Therefore

$$\langle\partial_r\rangle=-\frac12\left\langle\frac1r\right\rangle .$$

This does not vanish even when $R$ is symmetric about $r=a$. Nor does it mean that the electron drifts inwards. The Hermitian radial momentum for the measure $r\,dr$ is $-i\hbar(\partial_r+1/2r)$, and its average in a real mode is zero. The nonzero $\langle\partial_r\rangle$ compensates for circles of larger radius having more circumference.

The result does not depend on the details of confinement. For the deliberately asymmetric mode $R\propto r^3e^{-4r}$, with $r$ in arbitrary units, numerical integration gives a ratio $\langle\partial_r\rangle/\langle1/r\rangle$ of $-0.500000$.

### The projected Hamiltonian

Averaging both halves of $H_R$ now gives

$$\langle H_R\rangle=\alpha\left\langle\frac1r\right\rangle\left[\sigma_rP-\frac i2\sigma_\varphi\right]
=\frac{\alpha}{2}\left\langle\frac1r\right\rangle(\sigma_rP+P\sigma_r).$$

The second form uses $P\sigma_r=\sigma_rP-i\sigma_\varphi$ and shows that the result is Hermitian. The lost term is $-(i/2)\sigma_\varphi$, multiplied by the coupling.

Its effect on the matrix elements can be followed directly. The up-down element of $\sigma_\varphi$ is $-\sin\varphi-i\cos\varphi=-ie^{-i\varphi}$, so the extra term contributes $(-i/2)(-i)=-\tfrac12$. The down-up element is $ie^{i\varphi}$, and the contribution is $(-i/2)(i)=+\tfrac12$. The unequal numbers $m+1$ and $m$ both become $m+\tfrac12$.

This was tested without using the polar form. The Cartesian operator $\sigma_xk_y-\sigma_yk_x$ was applied by finite differences to planar waves built from the asymmetric mode, with $m=1$, and the matrix elements were integrated over the plane. Divided by $\langle1/r\rangle$, both came out as 1.50000. The naive operator would give 2 and 1.

Symmetrizing the naive product by hand leads to the same operator, and one may ask why a repair of the algebra should know about the radial mode. For real $R$, the average $\langle\partial_r\rangle$ is a real number $c$. The projected operator must then have the form $\alpha[\langle1/r\rangle\sigma_rP+ic\,\sigma_\varphi]$. Projecting a Hermitian operator keeps it Hermitian, and this fixes $c=-\tfrac12\langle1/r\rangle$. With a complex radial function carrying a current, $c$ would acquire an imaginary part. The result would be an additional Hermitian term in $\sigma_\varphi$, which symmetrization could not detect. For the bound mode used here no such term arises.

In the thin limit, define

$$Q=\frac{2m\alpha a}{\hbar^2}=\frac{\alpha}{aE_a}.$$

This dimensionless number compares the Rashba energy $\alpha/a$ with the orbital energy $E_a$. Leaving out the constant $E_0$, the projected ring Hamiltonian is

$$H_1=E_a\left\{P^2+Q\left[\sigma_rP-\frac i2\sigma_\varphi\right]\right\}.$$

### Does projection survive a narrow ring?

Projection leaves out the coupling between radial modes. One expects it to improve as the ring narrows, because the excited modes move up. But the radial derivative also grows. Its matrix elements between modes are of order $1/w$, while the mode spacing is of order $\hbar^2/mw^2$. The second-order energy is therefore of order

$$\frac{(\alpha/w)^2}{\hbar^2/(mw^2)}=\frac{m\alpha^2}{\hbar^2},$$

from which $w$ has disappeared. This contribution has to be calculated.

For $w\ll a$ put $u=\sqrt r\,R$, so that $\int u^2dx=1$. To leading order the radial problem becomes one-dimensional motion in $x$, with energies $E_k$ and real states $u_k$. Let $d_{k0}=\int u_ku_0'\,dx$. Integration by parts gives $d_{0k}=-d_{k0}$. The leading coupling out of the lowest mode is $i\alpha\sigma_\varphi d_{k0}$, and the second-order operator is

$$H_2=-\sum_{k>0}\frac{(i\alpha\sigma_\varphi d_{0k})(i\alpha\sigma_\varphi d_{k0})}{E_k-E_0}
=-\alpha^2\sum_{k>0}\frac{d_{k0}^2}{E_k-E_0}.$$

Two minus signs, from $i^2$ and from $d_{0k}=-d_{k0}$, make the numerator positive. The spin has dropped out because $\sigma_\varphi^2=1$.

The sum follows from a commutator. With $H_x=-(\hbar^2/2m)d^2/dx^2+V$,

$$[H_x,x]=-\frac{\hbar^2}{m}\frac{d}{dx}
\quad\Rightarrow\quad (E_k-E_0)\,x_{k0}=-\frac{\hbar^2}{m}d_{k0}.$$

Use this to replace one factor $d_{k0}$. The states $u_k$ are complete and $d_{00}=0$, so

$$\sum_{k>0}\frac{d_{k0}^2}{E_k-E_0}=-\frac m{\hbar^2}\sum_kx_{0k}d_{k0}
=-\frac m{\hbar^2}\int u_0\,x\,u_0'\,dx=\frac{m}{2\hbar^2}.$$

The last integral is $-\tfrac12$, again by parts. Consequently

$$H_2=-\frac{m\alpha^2}{2\hbar^2}=-\frac{E_aQ^2}{4}.$$

Virtual radial excitations lower all levels by the same amount, and this amount survives in the limit of zero width. It does not alter spacings or spin states. The projected Hamiltonian thus gives the right level structure of a thin ring, but not its absolute energy.

The remaining terms can be sized by counting powers of $w$. The counting assumes a confinement symmetric about $r=a$. In an asymmetric well with $a$ taken at the minimum of $V$, $\langle x\rangle$ is of order $w$, so $\langle1/r\rangle$ and $\langle1/r^2\rangle$ already change at first order in $w/a$; the common shift is unaffected. The factor $1/r$ also connects different modes, with elements of order $w/a^2$. Its product with a radial derivative, divided by the mode spacing, gives $(m\alpha^2/\hbar^2)(w/a)^2$. Corrections from angular energies in the denominators, and from higher orders in $\alpha$, also carry $(w/a)^2$ when $Q$, $f$ and the angular momentum are held fixed.

A planar calculation with eight radial modes tests the counting and the constant together. At $Q=1.3$, $f=0.2$ and total angular momentum $3/2$, the two lowest levels were compared with the ring formula of the second half, lowered by $E_aQ^2/4$. When $w/a$ was halved from 0.04 to 0.02, the combined error fell by a factor of 3.997. A quadratic law predicts 4. Had the common shift been left out, the difference would have approached a nonzero constant, and the factor would have been near 1.

## II. Levels, phases and a ring with numbers

### Symbols and results taken over

The ring has radius $a$ and radial width $w\ll a$. The electron has mass $m$ and charge $-e$, the Rashba constant is $\alpha$, and a flux $\Phi$ through the hole enters as $f=e\Phi/h$. With $P=-i\partial_\varphi+f$, $E_a=\hbar^2/2ma^2$ and $Q=2m\alpha a/\hbar^2$, the projected Hamiltonian is

$$H_1=E_a\left\{P^2+\frac Q2(\sigma_rP+P\sigma_r)\right\}.$$

Here $\sigma_r=\sigma_x\cos\varphi+\sigma_y\sin\varphi$ and $\sigma_\varphi=\partial_\varphi\sigma_r$. The naive operator has $Q\sigma_rP$ in place of the symmetrized product and so lacks $-(i/2)Q\sigma_\varphi$. Energies are measured from the lowest radial level. In a thin ring virtual radial excitations add the common constant $-E_aQ^2/4$, which is left out below unless mentioned.

Averaging the full planar Rashba term over the radial mode gives a Hermitian ring Hamiltonian, and in the thin limit virtual radial excitations only lower all its levels by the same amount. It remains to find the levels and spin phases of this Hamiltonian, and to compare them with the naive operator and with a planar ring of finite width.
